# How large is the Majorana loss rate of a quadrupole trap?

**Question.** Atoms in a magnetic quadrupole trap are held by their spin, which must keep its direction relative to the local field. The field vanishes at the centre, and there the spin can lose its guide. How fast does a thermal cloud lose atoms through this hole, and how does the rate depend on the atomic mass, the temperature and the field gradient?

**Answer.**

## The trap and its scales

Take the field

$$\mathbf B=b\,(x,\,y,\,-2z),$$

where $b$ is the radial gradient. The factor $-2$ makes the divergence vanish. Consider an atom of mass $m$ and total spin $F=1$ in fields weak enough for the Zeeman energy to be linear. With dimensionless spin operators $\mathbf S$, write

$$H_{\rm spin}=\mu\,\mathbf S\cdot\mathbf B .$$

The state with projection $+1$ along the field has energy $+\mu B$ and seeks weak field, so it is trapped. The states with projections $0$ and $-1$ are not. A $g$-factor of the opposite sign is equivalent to replacing $\mathbf B(\mathbf r)$ by $\mathbf B(-\mathbf r)$, which changes none of the rates below.

While the spin follows the field, the atom moves in the potential

$$U=\mu b\sqrt{x^2+y^2+4z^2}.$$

At temperature $T$, define the cloud radius and the thermal speed by

$$R=\frac{kT}{\mu b},\qquad v=\sqrt{\frac{kT}{m}} .$$

These definitions give $mv^2=kT=\mu bR$. The virial theorem shows that this relation reflects the dynamics. In a steady state the mean of $d(\mathbf r\cdot\mathbf p)/dt$ is zero, so $m\langle \mathbf v^2\rangle=\langle\mathbf r\cdot\nabla U\rangle$. Since $U$ is proportional to distance along any ray from the centre, $\mathbf r\cdot\nabla U=U$, and $m\langle\mathbf v^2\rangle=\langle U\rangle$. Kinetic and potential energy therefore share one scale.

Gravity is omitted at first, as are losses from collisions.

## The size of the hole

Let an atom pass the centre at distance $\rho$ with speed $v$, on a path in the $xy$ plane. At closest approach the field direction turns at the rate $v/\rho$. The spin precesses about the field at the Larmor frequency $\omega_L=\mu b\rho/\hbar$. It follows the field if it precesses much faster than the field turns. The two rates are equal at a radius $\rho_0$:

$$\frac{v}{\rho_0}=\frac{\mu b\rho_0}{\hbar}
\quad\Longrightarrow\quad
\rho_0=\sqrt{\frac{\hbar v}{\mu b}} .$$

Inside $\rho_0$ the precession is too slow. A faster atom sees a larger hole, because it turns the field more quickly at a given distance.

Substituting $\mu b=mv^2/R$ gives

$$\rho_0^2=\frac{\hbar v R}{mv^2}=\frac{\hbar}{mv}\,R .$$

The hole radius is the geometric mean of the reduced de Broglie wavelength $\hbar/(mv)$ and the cloud radius. If the wavelength is much shorter than the cloud, as classical motion requires, then the hole is also much smaller than the cloud.

## The estimate

For $N$ atoms the central density is of order $N/R^3$. The flux through an area of order $\rho_0^2$ is that density times $v\rho_0^2$. Dividing by $N$ gives the loss rate per atom,

$$\Gamma\sim\frac{v\rho_0^2}{R^3}
=\frac{\hbar v^2}{\mu b\,R^3} .$$

Now use $\mu bR=mv^2$ in the denominator:

$$\Gamma\sim\frac{\hbar v^2}{(mv^2)R^2}
=\frac{\hbar}{mR^2}
=\frac{\hbar(\mu b)^2}{m(kT)^2}.$$

The speed has cancelled. Faster atoms arrive more often and see a larger hole, but at a given cloud size they also imply a steeper trap, which shrinks the hole.

At fixed gradient the rate varies as $T^{-2}$. Cooling by a factor of ten reduces $v\rho_0^2$ by ten, since this product is proportional to $v^2$, but raises the central density per atom by a thousand. The loss becomes a hundred times faster.

At fixed temperature the rate varies as $b^2$. A slow compression without heat exchange or appreciable loss is different, because it heats the cloud. The shape of the potential is unchanged, so conservation of entropy keeps $R^3T^{3/2}$ constant. Thus $R^{-2}\propto T$. Combining this with $T\propto bR\propto bT^{-1/2}$ gives $T\propto b^{2/3}$, and therefore $\Gamma\propto b^{2/3}$.

## What number multiplies the estimate?

The scaling argument leaves a numerical factor open. It can be calculated if the hole is small and the velocities remain thermal. Define the scaled position and velocity

$$\mathbf u=(x,y,-2z),\qquad \mathbf w=(v_x,v_y,-2v_z),$$

so that $\mathbf B=b\mathbf u$. On a straight path $\mathbf u$ is linear in time. Put $t=0$ where $|\mathbf u|$ is smallest. Then

$$\mathbf u(t)=\mathbf u_\perp+\mathbf w t,\qquad
\mathbf u_\perp\cdot\mathbf w=0 .$$

**Spin one half first.** A spin $\tfrac12$ with the same Larmor frequency has $H=\tfrac12\mu b\,\boldsymbol\sigma\cdot\mathbf u$. With the $z$ axis of spin space along $\mathbf w$ and the $x$ axis along $\mathbf u_\perp$,

$$H=\frac{\alpha t}{2}\sigma_z+a\sigma_x,\qquad
\alpha=\mu b w,\qquad a=\frac{\mu b u_\perp}{2}.$$

This is the Landau–Zener problem. Set $\hbar=1$ for the moment. The two amplitudes obey

$$i\dot c_1=\tfrac12\alpha t\,c_1+a c_2,\qquad
i\dot c_2=a c_1-\tfrac12\alpha t\,c_2 .$$

Solving the first equation for $c_2$ and inserting it in the second gives

$$\ddot c_1+\left(\frac{\alpha^2t^2}{4}+a^2+\frac{i\alpha}{2}\right)c_1=0 .$$

At large $|t|$ try $c_1=t^s e^{-i\alpha t^2/4}$. Then

$$\frac{\ddot c_1}{c_1}=-\frac{\alpha^2t^2}{4}-i\alpha s-\frac{i\alpha}{2}+O(t^{-2}).$$

The terms independent of $t$ cancel in the equation if $a^2-i\alpha s=0$, so $s=-ia^2/\alpha$. The same procedure with $e^{+i\alpha t^2/4}$ gives the power $t^{-1+ia^2/\alpha}$. On the real axis this second solution fades from $c_1$ at large $|t|$; it describes an atom in the other spin state.

Start in state 1 at large negative $t$, and continue the solution along a large arc $t=|t|e^{i\theta}$ from $\theta=\pi$ to $\theta=0$. The first exponential has modulus $\exp[\tfrac14\alpha|t|^2\sin2\theta]$. It is the decaying solution for $\pi/2<\theta<\pi$ and the growing one for $0<\theta<\pi/2$. The starting condition selects the purely decaying solution in the first of these sectors. In the second, any admixture of the other solution is exponentially smaller and cannot alter the leading coefficient. That coefficient therefore carries through to positive $t$. Since

$$|t^s|=\left|e^{-i(a^2/\alpha)(\ln|t|+i\theta)}\right|=e^{a^2\theta/\alpha},$$

the modulus of $c_1$ falls by $e^{-\pi a^2/\alpha}$. Squaring and restoring $\hbar$ gives the probability of remaining in state 1:

$$p=\exp\left(-\frac{2\pi a^2}{\hbar\alpha}\right)
=\exp\left(-\frac{\pi\mu b\,u_\perp^2}{2\hbar w}\right).$$

Remaining in state 1 means that the spin keeps its direction in space. The field component along $\mathbf w$ has reversed meanwhile, so the spin has flipped relative to the field. At large negative $t$ state 1 points against the field and is untrapped; the trapped spin starts in state 2. Because the evolution of the two states is unitary, the probability of remaining in state 2 is also $p$.

**Spin one.** A spin 1 is the symmetric state space of two spins $\tfrac12$, with $\mathbf S=\tfrac12(\boldsymbol\sigma_1+\boldsymbol\sigma_2)$. The Hamiltonian is a sum of one term for each, so the two evolve independently. In the trapped state both point along the field. The atom stays trapped if neither flips, and the loss probability is

$$P=1-(1-p)^2=2p-p^2 .$$

The hole has a soft edge. For a path in the $xy$ plane passing at $\rho_0$ within that plane, $u_\perp=\rho_0$ and $w=v$. The exponent is then $-\pi/2$, and $P=0.373$.

**Integration over paths.** In the plane perpendicular to $\mathbf w$, the Gaussian integrals are

$$\int p\,d^2u_\perp=\frac{2\hbar w}{\mu b},\qquad
\int p^2\,d^2u_\perp=\frac{\hbar w}{\mu b}.$$

The second is half the first because its exponent is doubled. The effective area for loss is thus $(4-1)\hbar w/(\mu b)=3\hbar w/(\mu b)$.

Let $n_0$ be the central density in real space. Since $d^3u=2\,d^3r$, the density in $\mathbf u$ space is $n_0/2$, and the flux there is $n_0w/2$. For one velocity, the number lost per unit time is

$$\frac{n_0w}{2}\,\frac{3\hbar w}{\mu b}
=\frac{3n_0\hbar w^2}{2\mu b}.$$

Each velocity component has mean square $kT/m$, so

$$\langle w^2\rangle=(1+1+4)\frac{kT}{m}=\frac{6kT}{m},$$

and the total loss is $9n_0\hbar kT/(m\mu b)$.

The central density follows from normalizing the Boltzmann distribution:

$$\frac{N}{n_0}=\int e^{-U/kT}d^3r
=\frac12\int_0^\infty4\pi u^2e^{-u/R}du
=\frac12\,(4\pi)(2R^3)=4\pi R^3 .$$

Dividing the total loss by $N$ and using $kT/(\mu b)=R$,

$$\boxed{\Gamma=\frac{1}{4\pi R^3}\,\frac{9\hbar}{m}\,R
=\frac{9}{4\pi}\,\frac{\hbar}{mR^2}\approx0.716\,\frac{\hbar}{mR^2}} .$$

The estimate replaced 9 by 1 in the flux and $4\pi$ by 1 in the volume. These omissions largely compensate each other.

The spin part was tested by propagating the full spin-1 state along straight paths through the three-dimensional field. The largest absolute difference from $2p-p^2$ was $2.2\times10^{-4}$. A thermal average of the propagated losses, with the volume found by quadrature, gave the coefficient 0.7162. This confirms the spin dynamics and the averaging; the straight paths remain an assumption.

## How large is it for a real set of scales?

Take a model atom of mass 87 u with $F=1$ and $\mu=\mu_B/2$, in a radial gradient of 1.0 T/m. Then $\mu b=4.637\times10^{-24}$ N and $\hbar/m=7.30\times10^{-10}$ m²/s.

At 50 µK the cloud radius is $R=148.9$ µm and the thermal speed is 6.91 cm/s. The reduced wavelength is 0.01056 µm, so

$$\rho_0=\sqrt{0.01056\times148.9}\ \text{µm}=1.25\ \text{µm}.$$

At this radius the field is 1.25 µT and the Larmor frequency is $5.5\times10^4$ rad/s. The estimated loss rate is

$$\frac{\hbar}{mR^2}
=\frac{7.30\times10^{-10}}{(1.489\times10^{-4})^2}\ \text{s}^{-1}
=0.033\ \text{s}^{-1},$$

which corresponds to a lifetime of about 30 s. With the factor $9/(4\pi)$ the rate is 0.024 s⁻¹ and the lifetime is 42 s. The hole is less than one hundredth of the cloud radius, yet the initial loss rate corresponds to a lifetime of less than a minute.

At 5 µK in the same field, the cloud radius has fallen tenfold to 14.9 µm, while the hole has shrunk only to 0.705 µm, since $\rho_0\propto T^{1/4}$. The estimate is 3.3 s⁻¹. With the coefficient the rate is 2.4 s⁻¹, a lifetime of 0.42 s. The trap needs about 40 s to lose half of the warmer cloud and about 0.4 s to lose half of the colder one; the remainder leaves more slowly, as the next section shows.

## Does the loss decay exponentially?

It does not, if the gradient stays fixed and the cloud remains in thermal equilibrium. Atoms are lost near the centre, where their potential energy is negligible, so they carry away less energy than the average trapped atom.

The loss rate, integrated over paths, weights velocities by $w^2$. For a thermal distribution $\langle v_i^4\rangle=3(kT/m)^2$, and $\langle v_i^2v_j^2\rangle=(kT/m)^2$ for $i\ne j$. Hence $\langle v_i^2\mathbf v^2\rangle=5(kT/m)^2$ for each component, and the mean energy of a lost atom is

$$\frac m2\,\frac{\langle w^2\mathbf v^2\rangle}{\langle w^2\rangle}
=\frac m2\,\frac{6\times5(kT/m)^2}{6kT/m}
=\frac52kT .$$

A trapped atom has mean kinetic energy $\tfrac32kT$. Its mean potential energy is

$$\langle U\rangle=\mu b\,
\frac{\int_0^\infty u^3e^{-u/R}du}{\int_0^\infty u^2e^{-u/R}du}
=\mu b\,\frac{6R^4}{2R^3}=3kT ,$$

which makes $\tfrac92kT$ in all. The energy balance is therefore

$$\frac{d}{dt}\left(\frac92NkT\right)=-\frac52kT\,\Gamma N .$$

Expanding the derivative and inserting $\dot N=-\Gamma N$ gives

$$\frac{\dot T}{T}=\frac{9/2-5/2}{9/2}\,\Gamma=\frac49\Gamma .$$

The cloud heats, expands and loses atoms more slowly. Let $\Gamma_0$ and $T_0$ be the initial values, so that $\Gamma=\Gamma_0T_0^2/T^2$. Then $d(T^2)/dt=2T^2(\dot T/T)=\tfrac89\Gamma_0T_0^2$, which integrates to

$$T^2=T_0^2\left(1+\tfrac89\Gamma_0t\right).$$

Integrating $\dot N/N=-\Gamma_0/(1+\tfrac89\Gamma_0t)$ gives

$$N=N_0\left(1+\tfrac89\Gamma_0t\right)^{-9/8}.$$

The lifetimes quoted above are thus inverse initial rates. At late times the number falls as a power of time.

## When does the answer fail?

**Curved paths.** The trap force changes the velocity during the crossing time $\rho_0/v$ by a fraction of order

$$\frac{\mu b}{m}\,\frac{\rho_0}{v}\,\frac1v=\frac{\rho_0}{R}.$$

This ratio is 0.0084 at 50 µK and 0.047 at 5 µK. It measures the bending of a typical path. The thermal density at the edge of the hole also differs from its central value by a fraction of this order. The rate therefore has corrections of order $\rho_0/R$. They lower it, mainly because the density at the hole is below its central value, by a little under $2\rho_0/R$: about 2% at 50 µK and about 8% at 5 µK, where 2.4 s⁻¹ becomes about 2.2 s⁻¹. The coefficient $9/(4\pi)$ is the limit for a small hole. For an atom of another speed $v'$ the fraction scales as $v'^{-3/2}$, so straight paths fail below about $v(\rho_0/R)^{2/3}$. Such atoms contribute little: the flux integral contains $v'^2$ from the loss and $v'^2dv'$ from the velocity distribution, and their share is of order $(\rho_0/R)^{10/3}$.

**Quantum motion.** When $\hbar/(mv)$ approaches $R$, the wavelength, the hole and the cloud have the same size. The atom then has no classical path through the hole, and both the estimate and its coefficient lose their basis. Well before that, the Boltzmann distribution itself requires $n_0\lambda^3\ll1$, with $\lambda=\sqrt{2\pi}\,\hbar/(mv)$. At 5 µK in the example $\lambda=0.084$ µm, so $N$ must stay well below $4\pi R^3/\lambda^3\approx7\times10^7$.

**Missing collisions.** The coefficient assumes that orbits leading to the hole are refilled. The trap is symmetric about $z$, so between collisions an atom keeps its angular momentum $L_z$, and it can reach the hole only if $|L_z|$ is of order $mv\rho_0$ or less. Such atoms form a fraction of order $\rho_0/R$ of the cloud and carry the whole loss, so they are removed at a rate of order $\Gamma R/\rho_0$. The collision rate must exceed this larger rate, about 3 s⁻¹ at 50 µK and 50 s⁻¹ at 5 µK in the example. Without collisions the loss nearly stalls once a fraction of order $\rho_0/R$ has gone, and neither the lifetimes nor the decay law above apply.

**Gravity.** Let gravity act along $z$ and define $\kappa=mg/(2\mu b)$. The trap holds atoms against gravity only if $\kappa<1$. Since $z=-u_z/2$, the Boltzmann exponent becomes $-(u-\kappa u_z)/R$. With $c=u_z/u$, the radial integral gives $2R^3/(1-\kappa c)^3$, and

$$\frac N{n_0}=2\pi R^3\int_{-1}^{1}\frac{dc}{(1-\kappa c)^3}
=\frac{\pi R^3}{\kappa}\left[\frac1{(1-\kappa)^2}-\frac1{(1+\kappa)^2}\right]
=\frac{4\pi R^3}{(1-\kappa^2)^2}.$$

The density still peaks at the field zero, but gravity stretches the cloud downwards and enlarges its volume. The peak density per atom, and with it the loss rate, is multiplied by $(1-\kappa^2)^2$. In the example $\kappa=0.153$ and the factor is 0.954, a reduction of about 5%. It does not depend on temperature, because gravity and the magnetic force both give potentials linear in distance.

**Other spins.** For a fully stretched state of spin $F$ with the same $\mu$, the Larmor frequency is $\mu B/(F\hbar)$, so $\rho_0^2$ gains a factor $F$. The scaling with $R$ survives, but the coefficient changes. For $F\ge3/2$ a spin change can also leave the atom in another trapped state, so leaving the original state is no longer the same as leaving the trap.

The numerical output below gives the values for both temperatures and the results of the checks.

## Computed values

```
MODEL ATOM AND TRAP
mass = 87 u = 1.4447e-25 kg
magnetic moment = 4.6370e-24 J/T
radial gradient b = 1.0 T/m
radial force mu*b = 4.6370e-24 N
hbar/m = 7.2997e-10 m^2/s
gravity ratio m*g/(2*mu*b) = 0.1528
central density factor from gravity = 0.9539
CASE T = 50 microkelvin
cloud radius R = 148.87 micrometre
speed sqrt(kT/m) = 6.913 cm/s
hole radius = 1.254 micrometre
hole radius / R = 0.0084
hbar/(m v) = 0.01056 micrometre
field at hole edge = 1.254 microtesla
Larmor angular frequency there = 5.513e+04 rad/s
estimate hbar/(m R^2) = 0.0329 1/s
estimated lifetime = 30.362 s
rate with 9/(4 pi) = 0.0236 1/s
lifetime with 9/(4 pi) = 42.393 s
CASE T = 5 microkelvin
cloud radius R = 14.89 micrometre
speed sqrt(kT/m) = 2.186 cm/s
hole radius = 0.705 micrometre
hole radius / R = 0.0474
hbar/(m v) = 0.03339 micrometre
field at hole edge = 0.705 microtesla
Larmor angular frequency there = 3.100e+04 rad/s
estimate hbar/(m R^2) = 3.2936 1/s
estimated lifetime = 0.304 s
rate with 9/(4 pi) = 2.3589 1/s
lifetime with 9/(4 pi) = 0.424 s
COEFFICIENT AND CHECKS
loss probability at hole edge, path in xy plane = 0.373
largest error of Landau-Zener loss probability = 2.2e-04
largest relative error of flux formula = 8.8e-05
thermal flux integral, propagated spins = 9.0001 (units hbar k T/(m mu b))
effective volume / R^3, quadrature = 12.5664
rate coefficient, propagated spins = 0.7162
rate coefficient 9/(4 pi) = 0.7162
mean energy of a lost atom = 2.500 kT
mean energy of a trapped atom = 4.500 kT
heating rate (dT/dt)/T divided by loss rate = 0.4444
```
